Power saturation of homogeneous and inhomogeneous spin resonances from the Bloch equations, part 2

**Problem, symbols and earlier results**

An oxide film containing E′ centres (unpaired electrons at silicon atoms with a missing bond) sits in a microwave cavity. How does the absorption signal at the centre of the resonance change with microwave power? Spins with a common frequency form a packet. A homogeneous line has one packet frequency, an inhomogeneous line many.

Frequencies are angular, and γ = gμ_B/ħ in SI units. B1 is the rotating microwave amplitude, half the linear amplitude. The static field is B0, with ω1 = γB1, ω0 = γB0 and δ = ω0 − ω, where ω is the microwave frequency. M0 is the thermal magnetization. T1 and T2 are the longitudinal and transverse relaxation times.

In the frame rotating with the drive, the magnetization has components u (along the microwave field), v and Mz:

u′ = −δv − u/T2,
v′ = δu − ω1Mz − v/T2,
Mz′ = ω1v − (Mz − M0)/T1.

Primes mean time derivatives. The signal is a = −v in the steady state, which requires slow passage: little change of field, frequency or power during the longer of T1 and T2. With S = ω1²T1T2, x = √S and s = √(1 + S), one packet gives

a(δ) = M0ω1T2/(s² + δ²T2²),

with half width s/T2. At the centre of a homogeneous line,

a_hom = M0 √(T2/T1) · x/(1 + x²).

This is greatest at S = 1, where it is ½ M0 √(T2/T1), and tends to M0/(ω1T1) at high drive.

Let g(δ)dδ be the fraction of spins with offsets between δ and δ + dδ. Isolated packets with equal T1, T2 and B1 give

a_inh = ∫g(δ)a(δ)dδ.

In the broad limit, where g hardly changes over many widths s/T2,

a_inh = πM0ω1g(0)/s = πM0ω1g(0)/√(1 + S).

For large S this tends to the plateau πM0g(0)/√(T1T2). It is half of its linear extrapolation from low power at S = 3.

The neglected counter-rotating field shifts the resonance by ω1²/(4ω0).

**Gaussian distribution: where the plateau ends**

Power broadening must eventually reach the width of the distribution. For a Gaussian with standard deviation σ, let y = δT2 and b = σT2. Then

a_inh = M0ω1T2 · [1/(b√(2π))] · I, with I = ∫exp(−y²/2b²)/(s² + y²) dy.

The denominator is written as 1/(s² + y²) = ∫exp[−t(s² + y²)]dt, with t from 0 to ∞. The integral over y is then Gaussian:

I = √π ∫exp(−ts²)/√(t + q) dt, with q = 1/(2b²).

Now put t + q = p², so that dt = 2p dp and the square root cancels one factor p:

I = 2√π exp(qs²) ∫exp(−s²p²)dp, with p from √q to ∞.

The last integral is (√π/2s) erfc(s√q). With z = s√q = s/(√2 b) and erfcx(z) = exp(z²)erfc(z),

I = (π/s) erfcx(z).

Since π/√(2π) = √(π/2) and ω1T2 = x√(T2/T1), the signal is

a_inh = M0 √(T2/T1) · (x/s) · √(π/2) · erfcx(z)/b.

Averages over packets whose Bloch equations were solved numerically agree with this formula to within 2×10⁻⁵ of its value, for T1/T2 = 40, b = 0.5, 5 and 43.98, and x = 0.2, 1, 4 and 30.

For small z, erfcx(z) ≈ 1 − 2z/√π, and the broad limit returns with a relative correction of about −√(2/π)s/b. For large z, erfcx(z) ≈ 1/(z√π). The factors of b then cancel and a_inh becomes M0√(T2/T1)x/s², the homogeneous law. In code, erfcx should be called as one function, because exp(z²) overflows double precision near z = 27.

For b ≫ 1 the maximum lies where x is large but x/b is small. There ln(x/s) = −½ln(1 + 1/x²) ≈ −1/(2x²), and ln erfcx(z) ≈ −√(2/π)x/b. The derivative of the sum vanishes when 1/x³ = √(2/π)/b, so

x_max ≈ (b√(π/2))^(1/3), to leading order in large b.

The maximum is broad because both competing terms are small there.

When S ≫ 1 + b², the offsets of nearly all packets are negligible beside S in the denominator of a(δ). The signal becomes M0/(ω1T1), as for a homogeneous line. The plateau thus belongs to a range of power, roughly 1 ≪ S ≪ b², and a fall at very high power does not prove that a line is homogeneous.

**Lorentzian distribution**

A Lorentzian of half width G, with c = GT2, gives a result without special functions. Partial fractions give

1/[(c² + y²)(s² + y²)] = [1/(c² + y²) − 1/(s² + y²)]/(s² − c²).

The integral of the right side is (π/c − π/s)/(s² − c²) = π/[cs(s + c)]. Multiplied by the normalization c/π, it leads to

a_inh = M0 √(T2/T1) · x/[s(s + c)].

For the maximum, use ds/dx = x/s. Setting the derivative of the logarithm to zero and multiplying by x gives

1 − x²/s² − x²/[s(s + c)] = 0.

The first two terms combine to 1/s², because s² − x² = 1. Multiplying by s²(s + c) leaves s + c = x²s, and x² = s² − 1 turns this into

s³ − 2s − c = 0.

The left side is negative at s = 1 and rises for all larger s, so there is one maximum. At c = 0 it lies at s² = 2, or S = 1, as it must. For large c, s ≈ c^(1/3), the same power of the width as for the Gaussian.

**Worked example: E′ centres at 9.5 GHz**

The temperature is 300 K, with T1 = 200 µs, T2 = 5 µs and a Gaussian spread of 0.050 mT in field. These are rough typical values. With g = 2.0004 the resonance lies at 339.3 mT. A round cavity factor of 0.10 mT/√W relates B1 to the incident power. The homogeneous comparison keeps M0, T1 and T2 fixed and removes the spread.

The low-power packet half width, 1/(γT2), is 1.137 µT. Therefore

b = 50/1.137 = 43.98.

The field at which S = 1 is 1/(γ√(T1T2)). Since √(200 × 5) = 31.62 µs, it equals 1.137 × 5/31.62 = 0.180 µT. This is the homogeneous maximum. The power is (0.180/100)² W = 3.2 µW, and the signal is ½√(5/200) = 0.079 in units of M0.

For the spread packets, the cube-root estimate gives x = (43.98 × 1.2533)^(1/3) = 3.805, or S = 14.5. The full formula gives S = 14.56. Hence

B1 = 3.815 × 0.1798 = 0.686 µT,

and the power is 47 µW. In energy units, ω1 is 0.021 neV at the homogeneous maximum and 0.079 neV at the inhomogeneous one.

The signal at this maximum follows from s = 3.944 and z = 3.944/62.2 = 0.0634, for which erfcx(z) = 0.932:

a/M0 = 0.1581 × 0.967 × (1.2533/43.98) × 0.932 = 0.0041.

This is about one twentieth of the homogeneous maximum, because few packets are near resonance at any one time. The curves compare as follows, each divided by its own maximum:

S = 1: homogeneous 1.00, inhomogeneous 0.76
S = 10: 0.57 and 1.00
S = 100: 0.20 and 0.93
S = 1000: 0.063 and 0.68
S = 10000: 0.020 and 0.34

The inhomogeneous signal stays within 10% of its maximum from S = 2.4 to 144, a factor of 60 in power. It reaches half of its linear extrapolation at S = 2.86, a little below the broad-limit value of 3 because the packet width is not quite negligible. At S = 10000 the absolute signals are 0.0016 of M0 for the homogeneous line and 0.0014 for the inhomogeneous one, so the two laws have nearly merged.

**When packets exchange magnetization**

A broad line need not have a plateau. Suppose that transfer between packets is so fast that all share one value m of Mz. For a given m, the steady transverse equations give a packet signal ω1T2m/(1 + δ²T2²). The sum over packets is

a = ω1Lm, with L = ∫g(δ)T2/(1 + δ²T2²)dδ.

Transfer conserves the total Mz, so the longitudinal balance is (M0 − m)/T1 = ω1a = ω1²Lm. Solving for m gives

a = M0ω1L/(1 + ω1²T1L).

This has the homogeneous form with T2 replaced by L, although the line is still as broad as g. Its maximum is ½M0√(L/T1), at S = T2/L. Fast exchange therefore removes the plateau even when the distribution is broad.

In the example the maximum moves to S = 35.7 and is 3.3 times that of isolated packets. It is higher because spins far from resonance refill the hole. This is a limiting case, reached fully only for a transfer rate well above ω1²T2 = S/T1 = 0.18 per µs. Transfer that fast would itself shorten T2, since 1/T2 is 0.20 per µs, but this changes little, because L ≈ πg(0) for a broad line whatever the value of T2. The plateau is lost before the limit is reached: at a rate of 0.18 per µs towards the common mean the maximum is already 2.75 times that of isolated packets, and the range within 10% of it spans a factor of about 7 in power. With a modest rate of 1/T1, the signal at the original optimum field rises by 31% and that range narrows from a factor of 60 to about 27.

**When strong driving changes T2**

The Bloch equations use the same T2 for u and v at every drive. If T2 comes from slow fluctuations, a strong drive can hold u along the microwave field and lengthen its decay time to some T_u. The steady first equation then gives u = −δT_u v, and the packet denominator becomes

1 + S + δ²T_uT2.

In this simple model the centre of each packet is unaffected, but its width shrinks by the factor √(T2/T_u). In the broad limit the signal shrinks by the same factor. If T_u rises with power, the plateau becomes a decline.

A single time T_u does not describe everything that slow fluctuations do. The plateau relies on packets that stay Lorentzian out to offsets of about s/T2. If the rate of the fluctuations is not large compared with that offset, the tails of the packets are weaker and the signal can be lower still. The centre of a packet can then change as well.

At the optimum ω1T2 = 0.60, which is not small, so this effect cannot be ruled out without knowing how fast the fluctuations are. In the severe case T_u = T1, the broad-limit factor is √(5/200) = 0.158. The full average gives 0.168, slightly more because the narrower packets lose less to the finite width of g. This is an assumed severe case, not an estimate for the oxide and not a bound: if the drive removed all dephasing except the lifetime term 1/(2T1), T_u would be 2T1 and the factor 0.119.

**The model beside a real film**

The relaxation times of E′ centres depend on temperature, spin density and the way the defects were made, so the optimum power should be found again for each type of sample. The chosen times are ordinary for room temperature as far as their order of magnitude goes. The Gaussian is a simplification, because randomly oriented centres with an anisotropic g form an asymmetric pattern. With rough values g = 2.0018 along the axis and 2.0004 across it, and a residual Gaussian spread of 0.020 mT, the optimum moves from S = 14.6 to 11.0. This lowers B1 by 13%. At S = 100 the signal is 0.89 of its maximum instead of 0.93. These figures are sensitive to the assumed g values: a slightly rhombic set, 2.0018, 2.0006 and 2.0003, gives an optimum at S = 13.5 and 0.92 at S = 100. Among the effects sized here, exchange between packets and a drive-dependent T2 can move the signal much further than the g pattern does.

The most important limit in practice is the way the spectrum is recorded. With field modulation at 100 kHz, ω_mT1 = 126, where ω_m is the angular modulation frequency. The longitudinal magnetization cannot follow the modulation, and the steady-state formulas do not describe the modulated signal. The example applies to unmodulated absorption recorded with a slow sweep. At the inhomogeneous optimum the packet half width is 1.137 × 3.944 = 4.48 µT, and a sweep of 22.4 mT/s crosses it in one T1. A much slower sweep satisfies the slow-passage condition.

Two other effects are negligible here. The counter-rotating field shifts the resonance by 3×10⁻⁷ of the low-power packet half width. The thermal polarization of 7.6×10⁻⁴ sets the size of M0 but does not enter the dependence on S.

**Using the result**

For unmodulated data, record the peak signal against √P_in at fixed gain, and extend the range well below saturation so that the linear law is visible. Fit the Gaussian formula with an amplitude, a scale factor between x and √P_in, and b. If B1 has been calibrated, the packets are isolated and T2 does not change with the drive, the scale factor gives the product T1T2. The scale factor alone does not give the two times separately. If b is also determined and the line is Gaussian, σ can be read from its low-power width; then b = σT2 gives T2, and the product gives T1. The value of b is determined only if the data reach powers at which the plateau bends down. Otherwise the broad limit fits almost as well, although the product T1T2 obtained from it is then somewhat too large.

A peak that stays level over a wide range of power, with a nearly unchanged line shape, speaks against a homogeneous line and against fast exchange. It does not exclude slow exchange between packets, at a rate of the order of 1/T1 or less, which narrows the plateau without removing it. A falling peak has at least four possible causes within the models treated here: a homogeneous line, power broadening beyond the width of the distribution, fast exchange between packets, or a decay time of u that grows with the drive. The line width separates them only in part. It grows with power in the first three cases. Under fast exchange this happens because the shared value m is lowest when the microwave frequency is at the centre of the line, so the centre saturates first. In the fourth case a line much broader than its packets keeps its shape, because the signal at each setting is still proportional to g there. Separate pulse measurements of T1 and T2, together with a calibrated B1, show whether the maximum lies at S = 1, as a homogeneous line requires.

The numerical output below gives further digits and the remaining values.

Numbers as computed

```
microwave frequency: 9.50 GHz
temperature: 300 K
g used for the packets: 2.0004
resonance field B0: 339.3 mT
T1: 200 us
T2: 5 us
Gaussian spread sigma: 0.050 mT
packet half width, low power: 1.137 uT
b = sigma*T2: 43.98 (no unit)
cavity factor: 0.10 mT/sqrt(W)
homogeneous maximum, S: 1.000 (no unit)
homogeneous maximum, B1: 0.1798 uT
homogeneous maximum, hbar*w1: 0.0208 neV
homogeneous maximum, power: 3.23 uW
homogeneous maximum, a/M0: 0.07906 (no unit)
inhomogeneous maximum, S: 14.555 (no unit)
inhomogeneous maximum, B1: 0.6858 uT
inhomogeneous maximum, hbar*w1: 0.0794 neV
inhomogeneous maximum, power: 47.03 uW
inhomogeneous maximum, a/M0: 0.00406 (no unit)
cube-root estimate of inhom. S: 14.48 (no unit)
inhom. half of linear signal at S: 2.864 (no unit)
hom. within 10% of maximum: S 0.393 to 2.545
inhom. within 10% of maximum: S 2.38 to 143.5
power span, hom.: factor 6.48
power span, inhom.: factor 60.4
S | signal / own maximum: hom., inhom.
0.01 | 0.1980, 0.1084
0.1 | 0.5750, 0.3281
1 | 1.0000, 0.7644
10 | 0.5750, 0.9965
100 | 0.1980, 0.9278
1000 | 0.0632, 0.6775
10000 | 0.0200, 0.3379
packet half width at inhom. maximum: 4.48 uT
powder g parallel, g perp: 2.0018, 2.0004
powder strain sigma: 0.020 mT
powder maximum, S: 11.00 (no unit)
powder signal at S=100 / maximum: 0.8887
exchange at rate 1/T1, signal factor: 1.307
fast exchange, maximum at S: 35.73 (no unit)
fast exchange, maximum signal factor: 3.255
w1*T2 at inhom. maximum: 0.603 (no unit)
in-phase part relaxing with T1, factor: 0.168
modulation frequency: 100 kHz
modulation w_m*T1: 125.7 (no unit)
sweep crossing packet half width in T1: 22.4 mT/s
thermal polarization: 7.60e-04 (no unit)
counter-rotating shift w1^2/(4 w0) * T2: 3.0e-07 (no unit)
lab-frame power test, relative error: 2.2e-03
```
